# Why some solutes accumulate at the hot end of a bar

## Question

I have a closed metal bar with one end held hot and the other cold. It contains a small, initially uniform amount of an interstitial solute. My reasoning is that atoms at the hot end hop far more often than atoms at the cold end, so more of them leave the hot end than return, and the solute must pile up at the cold end.

Yet the heat of transport $Q^*$ in the thermomigration equation is allowed to be negative, which seems to predict the opposite. Can a solute really accumulate at the hot end? If so, what is wrong with the hopping argument? And what happens if $Q^*$ changes sign somewhere between the two end temperatures?

## Answer

Yes, it can. The hopping argument compares atoms at the two ends of the bar, but the flux is decided by the forward and backward hops between neighbouring planes. Both cross the same barrier, and a high hop rate by itself favours neither.

### The flux law and the sign of $Q^*$

Let $x$ increase toward the hot end, so that $T'=dT/dx>0$, and count the flux $J$ positive toward increasing $x$. The host lattice is fixed, the solute is dilute, and $c$ is the number of solute atoms per volume, with a constant density of sites.

Let $J_q$ be the heat flux beyond the partial enthalpy carried by the solute. The entropy production per volume is then

$$\sigma=J\left[-\frac{(\nabla\mu)_T}{T}\right]+J_q\left[-\frac{\nabla T}{T^2}\right],$$

where $(\nabla\mu)_T$ is the part of the chemical potential gradient due to composition. To linear order in the two bracketed forces, with Onsager's equal cross coefficients,

$$J=-L\frac{(\nabla\mu)_T}{T}-L_q\frac{\nabla T}{T^2},\qquad
J_q=-L_q\frac{(\nabla\mu)_T}{T}-L_{qq}\frac{\nabla T}{T^2}.$$

At uniform temperature $J_q/J=L_q/L$. This ratio is the reduced heat of transport $Q^*$: the heat carried along per migrating atom, beyond its partial enthalpy. Putting $L_q=LQ^*$ into the first equation gives

$$J=-\frac{L}{T}\left[(\nabla\mu)_T+Q^*\frac{\nabla T}{T}\right].$$

For a dilute solute $\mu=\mu_0(T)+kT\ln c$ up to a choice of concentration unit, so $(\nabla\mu)_T=kT\,c'/c$. At uniform temperature the flux must reduce to Fick's law, $J=-Dc'$, which requires $L/T=Dc/(kT)$. Hence

$$J=-D\left[\frac{dc}{dx}+\frac{cQ^*}{kT^2}\frac{dT}{dx}\right].\tag{1}$$

In a uniform solution $dc/dx=0$, and the drift velocity is

$$v=\frac{J}{c}=-\frac{DQ^*T'}{kT^2}.$$

It points toward the cold end for $Q^*>0$ and toward the hot end for $Q^*<0$. This $v$ describes the net flux through a plane in a uniform solution. The mean velocity of a single tagged atom is $v+dD/dx$, which can have the opposite sign. The second law does not fix the sign of $Q^*$. It requires $L\ge0$, $L_{qq}\ge0$ and $LL_{qq}\ge L_q^2$, and the last condition contains only the square of $L_q$.

### A hop model in which both signs occur

Suppose a hop needs the activation energy $E=H_1+H_2+H_3$, where $H_1$ is supplied by the lattice at the initial site, $H_2$ at the midpoint and $H_3$ at the final site. Each share enters with its local temperature. For two planes at $x-a/2$ and $x+a/2$, the rate toward the hot side is

$$\Gamma_+=\frac{D_0}{a^2}\exp\left[-\frac{H_1}{kT(x-a/2)}-\frac{H_2}{kT(x)}-\frac{H_3}{kT(x+a/2)}\right].$$

The reverse rate $\Gamma_-$ has $H_1$ and $H_3$ interchanged, because the initial and final sites have changed places.

To first order in the spacing,

$$\frac{1}{T(x\mp a/2)}=\frac1T\pm\frac{aT'}{2T^2}.$$

The exponent of $\Gamma_+$ becomes $-E/kT-(H_1-H_3)aT'/(2kT^2)$. With $D=D_0e^{-E/kT}$ and

$$\varepsilon=\frac{(H_1-H_3)\,aT'}{2kT^2},$$

the rates are $\Gamma_\pm=(D/a^2)(1\mp\varepsilon)$ to first order. A plane holds $ca$ atoms per area, so the net flux is

$$\begin{aligned}
J&=a\left[c(x-a/2)\,\Gamma_+-c(x+a/2)\,\Gamma_-\right]\\
&=\frac{D}{a}\left[\left(c-\frac{ac'}{2}\right)(1-\varepsilon)-\left(c+\frac{ac'}{2}\right)(1+\varepsilon)\right]\\
&=\frac{D}{a}\left[-ac'-2c\varepsilon\right]
=-D\left[c'+\frac{c(H_1-H_3)}{kT^2}T'\right].
\end{aligned}$$

The products $ac'\varepsilon/2$ cancel between the two terms. The second-order corrections to $c$ and $\Gamma$ cancel too, since the backward term is the forward term with $a\to-a$. The remaining error in $J$ is of order $a^2$. Comparison with (1) gives

$$Q^*=H_1-H_3 .\tag{2}$$

This agrees with the meaning of $Q^*$ as carried heat. A forward hop takes $H_1$, $H_2$, $H_3$ from the initial site, midpoint and final site. The landing is the time reverse of the climb in a backward hop, so it releases $H_3$, $H_2$, $H_1$ at the same three places. The initial site loses $H_1-H_3$ and the final site gains it. If the two sites have temperatures $T_i$ and $T_f$, the lattice receives the entropy

$$\Delta S=(H_1-H_3)\left(\frac1{T_f}-\frac1{T_i}\right)=k\ln\frac{\Gamma_+}{\Gamma_-},\tag{3}$$

where the second equality follows by dividing the two rates. Equation (3) compares the two opposite hops between the same pair of sites. For $H_1>H_3$ a hop carries heat forward, and the hop toward the cold side has the higher rate of the two. For $H_1<H_3$ a hop carries heat backward. An atom moving toward the hot side then transfers heat to the cold side, and this hop has the higher rate of the two.

### Where the hopping argument goes wrong

"Hot atoms hop more, so they leave" assumes that the rate depends on the temperature of the initial site alone. That is the case $H_1=E$, $H_2=H_3=0$, with $Q^*=E$. Since

$$\frac{dD}{dx}=D\frac{E}{kT^2}T',$$

equation (1) becomes

$$J=-Dc'-cD'=-\frac{d(Dc)}{dx}.$$

At zero flux $c\propto1/D$, and the solute does gather at the cold end.

If all the energy is supplied at the final site, then $Q^*=-E$ and

$$J=-Dc'+cD'=-D^2\frac{d}{dx}\left(\frac cD\right).$$

At zero flux $c\propto D$: the solute gathers where it is most mobile.

If $H_1=H_3$, the rates $\Gamma_+$ and $\Gamma_-$ are equal for every pair of neighbouring planes. Both are larger near the hot end, but a uniform solution has no net flux anywhere and stays uniform. The direction of migration therefore depends on how the activation energy is shared between the sites, which $D(T)$ does not reveal.

### The steady profile

In a steady state $J$ is the same at every $x$, and at a closed end it is zero, so $J=0$ throughout. Setting (1) to zero and dividing by $-DcT'$ gives

$$\frac{d\ln c}{dT}=-\frac{Q^*}{kT^2}.\tag{4}$$

For constant $Q^*$ the integral is $\ln c=Q^*/kT+\text{constant}$. With end temperatures $T_c<T_h$,

$$\frac{c_h}{c_c}=\exp\left[-\frac{Q^*}{k}\left(\frac1{T_c}-\frac1{T_h}\right)\right].\tag{5}$$

The bracket in $T$ is positive, so $c_h>c_c$ exactly when $Q^*<0$. The diffusivity has cancelled: it affects the time needed, not the final profile. The initial concentration $c_0$ fixes the constant through conservation of atoms,

$$\frac{c(x)}{c_0}=\frac{L_b\,e^{Q^*/kT(x)}}{\int_0^{L_b}e^{Q^*/kT(x')}dx'},$$

where $L_b$ is the length of the bar.

### Three solutes with the same diffusivity

Take a model bar 1 mm long with ends at 600 K and 900 K and a linear temperature profile, so $T'=3.0\times10^5$ K/m. This is a steep gradient for a metal: with a thermal conductivity of 30 to 100 W/(m K) it needs a heat flux of 9 to 30 MW/m². Three solutes share $E=8.0\times10^{-20}$ J and $D_0=1.0\times10^{-7}$ m²/s. All of them diffuse 25 times faster at the hot end than at the cold end. They differ in how $E$ is divided:

| Solute | $H_1,H_2,H_3$ ($10^{-20}$ J) | $Q^*$ ($10^{-20}$ J) | $c_c/c_0$ | $c_h/c_0$ |
|---|---|---|---|---|
| A | 5, 2, 1 | +4 | 2.24 | 0.447 |
| B | 3, 2, 3 | 0 | 1.00 | 1.00 |
| C | 1, 2, 5 | −4 | 0.363 | 1.82 |

For solute C the exponent in (5) is

$$\frac{4.0\times10^{-20}}{1.3806\times10^{-23}}\left(\frac1{600}-\frac1{900}\right)=2897\times5.556\times10^{-4}=1.61,$$

so $c_h/c_c=e^{1.61}=5.0$. Solute A has the opposite exponent and a ratio of 0.20. As a test, uniform solutions were evolved by the hop rates alone until they settled. The late profiles agreed with the exponential formula to a relative tolerance of $2\times10^{-4}$.

The initial drift shows the same reversal. At 750 K, where $D=4.41\times10^{-11}$ m²/s, solute C has

$$v=4.41\times10^{-11}\times\frac{2897}{750^2}\times3.0\times10^5=6.8\times10^{-8}\ \text{m/s}$$

toward the hot end. The net flux of solute A is equally large toward the cold end, and B has no net flux. The mean velocity of a tagged atom, $v+dD/dx=D(E-Q^*)T'/(kT^2)$, points toward the hot end for all three solutes: $6.8\times10^{-8}$, $1.4\times10^{-7}$ and $2.0\times10^{-7}$ m/s for A, B and C.

The slowest deviation from the steady profile decays with a time constant of $3.2\times10^3$ s for A and B and $2.8\times10^3$ s for C. After five time constants, about 4.4 hours for A, that deviation has fallen to $e^{-5}$, or 0.7 %, of its initial amplitude. The time grows as $L_b^2$ at fixed end temperatures, because stretching the bar multiplies every spatial derivative in the diffusion equation by the inverse stretch. A 10 mm bar would need 100 times as long, so a short anneal can show little enrichment even when the steady ratio is large.

With non-negative shares, (2) implies $-E\le Q^*\le E$. This bound belongs to the hop model only: neither (1) nor the second law ties $Q^*$ to $E$, and a real solute need not obey it. For this bar the model therefore confines $c_h/c_c$ to the range from 0.040 to 25, whose ends are the two limiting cases found above: all the energy supplied at the initial site gives 0.040, and all of it at the final site gives 25.

### When $Q^*$ changes sign along the bar

Constant shares give a constant $Q^*$. A temperature-dependent $Q^*(T)$ goes beyond the hop model above, but (1) and (4) still hold. Integrating (4) between the ends and substituting $u=1/T$, $du=-dT/T^2$, gives

$$\ln\frac{c_h}{c_c}=-\frac1k\int_{T_c}^{T_h}\frac{Q^*}{T^2}dT
=-\frac1k\int_{1/T_h}^{1/T_c}Q^*\,du
=-\frac{\langle Q^*\rangle}{k}\left(\frac1{T_c}-\frac1{T_h}\right),\tag{6}$$

where $\langle Q^*\rangle$ is the average taken uniformly over $1/T$. The sign of this average decides which end is richer.

As a simple case let $Q^*=s(T-T_0)$, with $T_0$ between the end temperatures. Then

$$\ln c=-\frac sk\int\left(\frac1T-\frac{T_0}{T^2}\right)dT=-\frac sk\left(\ln T+\frac{T_0}{T}\right)+\text{constant}.$$

The slope of $\ln c$ vanishes at $T_0$, where its second derivative with respect to $T$ is $-s/(kT_0^2)$. For $s>0$ the concentration has a maximum at $T_0$: thermal drift points toward this plane from both sides. For $s<0$ it has a minimum there, and drift points away on both sides.

Take $T_0=800$ K in the same bar, which lies 0.67 mm from the cold end. Solute E has $s=+2.0\times10^{-22}$ J/K and solute F has the opposite slope.

| Solute | $Q^*$ at cold, hot end ($10^{-20}$ J) | $c/c_0$ at 600 K | 800 K | 900 K |
|---|---|---|---|---|
| E | −4, +2 | 0.588 | 1.14 | 1.03 |
| F | +4, −2 | 1.65 | 0.851 | 0.938 |

For a linear $Q^*$ the average needs only the average of $T$ over $1/T$:

$$\langle T\rangle=\frac{\int_{1/T_h}^{1/T_c}du/u}{1/T_c-1/T_h}=\frac{\ln(900/600)}{5.556\times10^{-4}\ \text{K}^{-1}}=730\ \text{K}.$$

Hence $\langle Q^*\rangle=s(\langle T\rangle-T_0)=-1.4\times10^{-20}$ J for E, and (6) gives $c_h/c_c=1.76$. The hot end is richer than the cold end even though $Q^*$ at the hot end is positive and drives solute away from it. The negative values over the colder part of the bar outweigh this.

Solute F shows the converse. At its hot end $Q^*$ is negative, and the concentration rises from 800 K to 900 K. The hot end nevertheless stays below $c_0$ and holds 0.57 times the concentration of the cold end. A local rise toward the hot end is not the same as enrichment of that end.

The sign of $Q^*$ at the mean temperature, 750 K, can mislead as well. With $s>0$ and $T_0=740$ K, $Q^*$ is positive at 750 K, but $\langle Q^*\rangle=s(730-740\ \text{K})$ is negative and the hot end is the richer one.

### Finding the sign for a real solute

Equation (4) can be rewritten as

$$\frac{d\ln c}{d(1/T)}=\frac{Q^*(T)}{k}.$$

If a closed bar is annealed to its steady state and cooled fast enough to preserve the profile, a plot of $\ln c$ against $1/T$ has the local slope $Q^*/k$. A falling line means accumulation toward the hot end, and an extremum marks a change of sign.

Several conditions stand behind this reading:

- **One phase.** If the solute exceeds its solubility somewhere, a precipitate forms, and the local solubility then controls the dissolved concentration there.
- **Closed ends.** If both ends exchange solute with reservoirs, a steady flux can run through the bar, and (4) does not apply unless this flux is zero. One closed end is enough to make the steady flux vanish, but the total amount of solute is then no longer fixed.
- **Dilution.** With interactions, $(\nabla\mu)_T=kT\Phi\,c'/c$, where $\Phi$ is the thermodynamic factor. Zero flux then gives $\Phi\,d\ln c/dT=-Q^*/(kT^2)$. In a stable solution $\Phi>0$, so the local direction of the slope is unchanged but its size is not. If $Q^*$ changes sign along the bar and $\Phi$ depends on temperature, each part of the bar is weighted by $1/\Phi$, and the richer end can differ from the one given by (6).
- **Interstitial solute.** A substitutional solute moves by means of vacancies, whose own concentration varies with temperature. This adds terms that are absent here.

The hop model shows that both signs are possible; it does not predict the shares $H_1$ and $H_3$ for a given material. In a metal, drag by electrons or phonons can also contribute to $Q^*$, and then (2) is incomplete although (1) keeps its form with the total $Q^*$. The numerical output below gives the values for all five solutes.

## Table of computed values

```
Bar length: 1.0e-03 m
End temperatures: 600 K and 900 K
Temperature gradient: 3.0e+05 K/m
Diffusivity prefactor D0: 1.0e-07 m^2/s
Activation energy: 8.0e-20 J
Boltzmann constant: 1.380649e-23 J/K
D at cold end: 6.396e-12 m^2/s
D at 750 K: 4.413e-11 m^2/s
D at hot end: 1.599e-10 m^2/s
D hot/cold ratio: 25.01 (no unit)
A: H1, H2, H3 = 5.0e-20, 2.0e-20, 1.0e-20 J
A: heat of transport = 4.0e-20 J
A: drift velocity at 750 K = -6.818e-08 m/s
A: c/c0 cold, hot = 2.2367, 0.4473 (no unit)
A: c_hot/c_cold = 0.2000 (no unit)
A: relaxation time = 3.17e+03 s
B: H1, H2, H3 = 3.0e-20, 2.0e-20, 3.0e-20 J
B: heat of transport = 0.0e+00 J
B: drift velocity at 750 K = 0.000e+00 m/s
B: c/c0 cold, hot = 1.0000, 1.0000 (no unit)
B: c_hot/c_cold = 1.0000 (no unit)
B: relaxation time = 3.17e+03 s
C: H1, H2, H3 = 1.0e-20, 2.0e-20, 5.0e-20 J
C: heat of transport = -4.0e-20 J
C: drift velocity at 750 K = 6.818e-08 m/s
C: c/c0 cold, hot = 0.3634, 1.8172 (no unit)
C: c_hot/c_cold = 5.0006 (no unit)
C: relaxation time = 2.82e+03 s
Initial-site energy only: c_hot/c_cold = 0.0400 (no unit)
Final-site energy only: c_hot/c_cold = 25.01 (no unit)
E and F: heat of transport vanishes at 800 K
E: slope of heat of transport = 2.0e-22 J/K
E: heat of transport cold, hot = -4.0e-20, 2.0e-20 J
E: average over 1/T = -1.403e-20 J
E: c/c0 cold, 800 K, hot = 0.5878, 1.1387, 1.0338 (no unit)
E: c_hot/c_cold = 1.7588 (no unit)
F: slope of heat of transport = -2.0e-22 J/K
F: heat of transport cold, hot = 4.0e-20, -2.0e-20 J
F: average over 1/T = 1.403e-20 J
F: c/c0 cold, 800 K, hot = 1.6494, 0.8514, 0.9378 (no unit)
F: c_hot/c_cold = 0.5686 (no unit)
```
